Why a transfer-length plot keeps the quantum resistance at zero length

**Question.** The resistance of a two-dimensional channel is measured for several lengths L, and the straight line through the points is extrapolated to L = 0. The intercept is ordinarily read as the resistance of two contacts. Suppose that the contacts reflect nothing: every carrier arriving at either end of the channel leaves it. Does the intercept then vanish, and if not, what resistance is left?

**Answer.** It does not vanish. A current needs more carriers moving one way than the other. A contact can fill the states that enter the channel, but it cannot set the occupation of the states that leave it. At each end there is therefore a mismatch between the equilibrium population of the contact and the unbalanced population of the channel. This mismatch costs voltage even without reflection, and the cost per unit current is fixed by the number of channel modes, not by the length.

To make this quantitative, treat each contact as a reservoir: it emits carriers with its own electrochemical potential into all incoming modes and absorbs everything that reaches it. The bias is small. The channel has width W and M modes at the Fermi energy, where spin is not counted in M. Temperature is first taken as low enough for the Fermi energy alone to matter.

**The resistance without scatterers**

In one mode, the states moving to the right have density 2/(2π) per unit length and wave number, the 2 being for spin. Their velocity is (1/ħ)dE/dk. Left-movers filled up to μ₂ cancel the current of right-movers up to the same energy, so the net current comes from the window between μ₂ and μ₁:

I₁ = e ∫ (2/2π)(1/ħ)(dE/dk) dk = (2e/h)(μ₁ − μ₂).

The velocity has cancelled the density of states, so every mode carries the same current. With μ₁ − μ₂ = eV and M modes,

I = (2e²/h) M V,  R_q = V/I = h/(2e²M).

This is finite because M is finite. Nothing in the derivation reflects a carrier.

For the example below, each state is fourfold degenerate: two spins and two valleys. Transverse wave numbers are spaced by 2π/W and run from −k_F to k_F, which gives k_F W/π modes per valley and

M = 2k_F W/π.

The carrier density is n = 4·πk_F²/(2π)² = k_F²/π, so k_F = √(πn), and

R_q W = (h/2e²) π/(2k_F).

**Adding incoherent scatterers**

Put two scatterers in the channel, with transmission probabilities T₁, T₂ and reflection probabilities R₁ = 1 − T₁, R₂ = 1 − T₂. "Incoherent" means that probabilities are added, not amplitudes. It is also assumed that scattering mixes the modes well enough for one probability to describe each scatterer, whatever the history of the carriers. A carrier may pass both directly, or bounce between them once, twice, and so on:

T = T₁T₂[1 + R₁R₂ + (R₁R₂)² + …] = T₁T₂/(1 − R₁R₂).

The denominator is

1 − (1 − T₁)(1 − T₂) = T₁ + T₂ − T₁T₂.

Dividing by T₁T₂ gives

1/T = 1/T₁ + 1/T₂ − 1.

The quantity 1/T is thus not additive. Subtracting 1 from both sides shows what is:

(1 − T)/T = (1 − T₁)/T₁ + (1 − T₂)/T₂.

A third scatterer can be combined with the first two, treated as one, and so on for any number:

(1 − T)/T = Σ (1 − T_i)/T_i.

With total transmission T, each mode carries T times its ballistic current, so the two-terminal resistance is

R = R_q/T = R_q[1 + Σ (1 − T_i)/T_i].

The sum belongs to the scatterers. The 1 does not: it appears once for the whole device and remains when the sum is empty.

For a uniform channel, let dx/λ be the probability that a carrier is turned back in a slice dx. This defines the backscattering length λ. To first order a slice contributes (1 − T_i)/T_i = dx/λ, and summing over the length gives

(1 − T)/T = L/λ,  T = λ/(L + λ),

R = R_q(1 + L/λ).

The plot is a straight line. Its slope multiplied by W is the sheet resistance,

R_s = R_q W/λ,

and its intercept is R_q. More scattering makes the line steeper but, at fixed M, leaves the intercept where it is.

**Where the voltage drops**

The formula places R_q in the device as a whole; the occupations show where it sits. Inside the energy window, let f₊(x) and f₋(x) be the occupations of right-movers and left-movers, with 1 for the left reservoir and 0 for the right. Across dx, right-movers lose f₊dx/λ and gain f₋dx/λ:

df₊/dx = −(f₊ − f₋)/λ.

Left-movers at x come from x + dx, so

f₋(x) = f₋(x + dx)(1 − dx/λ) + f₊dx/λ,

df₋/dx = −(f₊ − f₋)/λ.

Both fall at the same rate, so their difference D = f₊ − f₋ is constant, as current conservation demands. The reservoirs set only the incoming occupations:

f₊(0) = 1,  f₋(L) = 0.

Hence f₊(L) = D. Since f₊ falls by DL/λ along the channel, 1 − D = DL/λ, and D = λ/(L + λ) = T.

Take the mean (f₊ + f₋)/2 as the local electrochemical potential in units of eV. This is what a weak voltage probe coupled equally to both directions would read. At the left end f₋(0) = 1 − T, so the mean is 1 − T/2. At the right end it is T/2. The voltage divides as follows:

left contact: (T/2)V
channel: (1 − T)V
right contact: (T/2)V.

The current is I = TV/R_q. Dividing by it gives

R_q/2,  R_q(1 − T)/T = R_q L/λ,  R_q/2.

In this model, with one λ for all carriers, half of the quantum resistance thus lies at each contact, for every length. A four-terminal measurement with such weak probes just inside the ends of the channel would then see only the middle term, whose intercept is zero. When carriers travel at different angles to the channel axis, the division differs. For isotropic scattering in the plane, each end step is about 0.45R_q over the lengths of the example below, and a four-terminal plot of long channels keeps an intercept of about 0.14R_q. The two-terminal plot includes both end steps.

As L → 0, T → 1: right-movers are full, left-movers are empty, and the mean is 1/2, midway between the reservoirs. The interior drop has gone, while the two end steps are at their largest.

**Contacts that do reflect**

Let each contact have a barrier with transmission T_c. The barriers are two more incoherent scatterers, so

R = R_q[1 + 2(1 − T_c)/T_c + L/λ].

Perfect transmission removes the second term and leaves the first. One contact measured alone between two reservoirs, with M modes between them, would give R_q/T_c. Adding two such results counts R_q twice, and one R_q must be subtracted:

2R_q/T_c − R_q = R_q[1 + 2(1 − T_c)/T_c].

**A worked example**

Take n = 5×10¹² cm⁻², mobility μ = 5000 cm²/Vs and band velocity v = 10⁶ m/s, rough values in the regime of doped graphene on an oxide. Then k_F = √(πn) = 0.3963 nm⁻¹, which gives 252.3 modes per µm of width. With h/(2e²) = 12906.4 Ω,

R_q W = 12906.4 Ω / 252.3 µm⁻¹ = 51.15 Ω µm,

or 25.58 Ω µm per contact. The sheet resistance and backscattering length are

R_s = 1/(neμ) = 249.7 Ω per square,

λ = R_q W/R_s = 51.15 Ω µm / 249.7 Ω = 204.9 nm.

The line R W = 51.15 Ω µm + R_s L gives:

L = 250 nm: T = 0.450, R W = 113.6 Ω µm
L = 500 nm: T = 0.291, R W = 176.0 Ω µm
L = 1000 nm: T = 0.170, R W = 300.8 Ω µm
L = 2000 nm: T = 0.093, R W = 550.5 Ω µm.

Since R_q/R = T, each value of T is also the share of the quantum resistance in the total: 45% at 250 nm and 9% at 2000 nm. At 1000 nm and 10 mV, each contact takes 0.850 mV and the channel 8.300 mV.

The additive law can be tested without using it. In a random-walk simulation, carriers enter at one end, fly distances drawn from an exponential distribution of mean λ, reverse after each flight, and leave freely when they reach either end. The fraction that crosses gives T, and R_q W/T gives a simulated plot. A straight-line fit over the four lengths has slope 250.5 Ω per square and intercept 50.6 Ω µm, 1% below R_q W, which is within the sampling error of about 0.6 Ω µm. The value of R_q W is an input here; what the walk tests is that 1/T extrapolates to 1 and not to 0.

If each contact has T_c = 0.8, it adds (0.2/0.8)R_q = 0.25R_q, and the intercept rises to 1.5 × 51.15 = 76.73 Ω µm. One such contact alone would give 63.94 Ω µm. Twice that is 127.88 Ω µm, too large by one R_q W.

**What the usual analysis would report**

Ordinary transfer-length analysis assumes that current leaves the channel gradually under a long metal contact, through an interface of resistivity ρ_c. With x measured inward from the contact edge, and the same sheet resistance under the metal,

dV/dx = −R_s I/W,  dI/dx = −W V/ρ_c.

Differentiating the first and inserting the second gives d²V/dx² = V/L_T², where L_T = √(ρ_c/R_s). The decaying solution V = V₀exp(−x/L_T) has edge current I = W V₀/(R_s L_T), so each contact contributes R_s L_T/W and

R = (R_s/W)(L + 2L_T).

This line reaches zero at L = −2L_T. The Landauer line with perfect contacts reaches zero at L = −λ. Read by the diffusive formula, it yields

L_T = λ/2 = 102.4 nm,

ρ_c = R_s L_T² = 2.62×10⁻⁸ Ω cm².

Neither number describes an interface here, because the model has no interface barrier. An intercept comparable with R_q W therefore cannot be turned into a contact resistivity before the quantum part has been considered.

**What coherence changes in a single mode**

For two coherent scatterers in one mode, amplitudes add. With a = √(R₁R₂) and round-trip phase θ,

T = T₁T₂/|1 − a exp(iθ)|².

Expanding 1/(1 − a exp(iθ)) in powers of a and averaging its squared modulus over θ removes all cross terms. What remains is 1 + a² + a⁴ + … = 1/(1 − R₁R₂), the incoherent result. For T₁ = 0.6 and T₂ = 0.3 both routes give 0.18/0.72 = 0.25.

For a longer chain, phase averaging is not the same as losing coherence between scatterers. Since ln(1 − a exp(iθ)) = −Σ aᵐexp(imθ)/m averages to zero, the average of ln T for two scatterers is ln T₁ + ln T₂. Adding scatterers one by one, each with a random phase, extends this to a chain, and the typical 1/T grows as a product. Ten scatterers with T_i = 0.8 give incoherently

1/T = 1 + 10 × 0.25 = 3.5.

The coherent typical value, defined by the average of ln T, is 0.8⁻¹⁰ = 9.3; sampling random phases gives 9.17. The typical resistance of such a single-mode chain grows exponentially with length, so it gives no straight transfer-length plot. With no scatterers, both descriptions return to 1/T = 1. In one mode, then, incoherence is needed for the straight line, but not for the resistance at true zero length. With many mixed modes the requirement is weaker: interference among the many paths largely averages out, and exponential growth sets in only at lengths of order Mλ. In shorter coherent channels the plot still bends upward slightly, the more so the fewer the modes.

**When the extrapolated intercept differs from R_q**

The derivation used one λ for all carriers. At finite temperature λ may depend on energy. If carriers do not exchange energy inside the channel, the energies conduct in parallel:

1/R = (1/R_q)⟨λ/(L + λ)⟩.

Here R_q is the ballistic resistance at that temperature, and the average is weighted by the number of modes and by −df/dE, f being the Fermi function. For long channels,

⟨λ/(L + λ)⟩ = ⟨λ⟩/L − ⟨λ²⟩/L² + …,

R = R_q[L/⟨λ⟩ + ⟨λ²⟩/⟨λ⟩² + …].

The extrapolated intercept is R_q⟨λ²⟩/⟨λ⟩². It is at least R_q, because a variance cannot be negative. At true zero length every factor λ/(L + λ) is 1 and R = R_q. The plot is then slightly curved, and its long-channel line lies above its actual end point.

In the example at 300 K, holding the net density fixed lowers the chemical potential from 0.2609 to 0.2566 eV, because the density of states rises with energy. The number of modes is proportional to energy, and −df/dE is symmetric about the chemical potential, so R_q W rises in the inverse ratio, to 52.00 Ω µm. At 400 K it is 52.68 Ω µm. If λ is proportional to energy, with the 300 K sheet resistance held fixed, ⟨λ²⟩/⟨λ⟩² = 1.030 and the long-channel intercept is 53.57 Ω µm. A fit over the four actual lengths gives 52.91 Ω µm, since they have not reached the long-channel limit. Both numbers assume no energy exchange. In graphene at 300 K the electron-electron scattering length at this density is roughly 100 nm, shorter than these channels. Energy exchange pulls the long-channel intercept back toward R_q W, so 53.57 Ω µm is best read as an upper estimate of this shift.

Direction matters as well. Let scattering be isotropic in the plane, with mean free path l and density of states g. Averaging cos φ over the forward half circle gives the ballistic conductance per width e²gv/π. The diffusion constant is vl/2, so the sheet conductance is e²gvl/2. Their ratio is

λ = R_q W/R_s = πl/2,

and l = 130.4 nm here. Carriers at a steep angle to the channel axis travel farther per unit channel length and scatter sooner, so a single T per slice is an approximation. Adding thin layers while following each direction separately gives a long-channel intercept of 1.042R_q. Fitted over the four lengths, it is 53.25 Ω µm, 4% above the low-temperature R_q W. This excess arises from the angular distribution in the channel; the ends still reflect nothing.

**How this compares with real devices**

The chosen density and mobility are ordinary for graphene on an oxide, but perfect contacts are not. Measured resistances are often several hundred Ω µm per contact, and good ones are roughly 100 Ω µm, against 25.6 Ω µm in the model. Reflection at the contacts is one likely reason for the difference. In this model, 100 Ω µm per contact would correspond to T_c of about 0.4. Metal also changes the carrier density nearby, which can narrow the supply of modes or form a junction. As a measure of the sensitivity to density, a value 20% lower throughout the channel raises R_q W to 57.19 Ω µm, by the factor 1/√0.8. Scattering in graphene is not isotropic either, so the 4% angular excess indicates a size and is not a prediction for the material.

Reading errors set a further limit. If every resistance has an independent standard error of 1%, an unweighted line through these four lengths has an intercept error of 2.10 Ω µm, or 4% of R_q W. That is as large as the angular correction, and larger than the shift from energy-dependent λ. Such a plot could establish that the intercept is not zero, but could hardly separate these small corrections from one another.

At fixed temperature and with the contacts kept reflectionless, the way to lower R_q W is to supply more modes per width, here through a higher carrier density. Better transmission can remove only the part of the intercept that comes from reflection at the contacts. The numerical output below lists the values used.

Numbers as computed

```
carrier density: 5.0e+12 cm^-2
mobility: 5000 cm2/Vs
band velocity: 1.0e+06 m/s
temperature: 300 K
h/(2e^2): 12906.4 ohm
Fermi wave number: 0.3963 1/nm
Fermi energy: 0.2609 eV
thermal energy at 300 K: 0.0259 eV
modes per width: 252.3 1/um
Rq times width: 51.15 ohm um
half of it, per contact: 25.58 ohm um
sheet resistance: 249.7 ohm per square
backscattering length: 204.9 nm
mean free path: 130.4 nm
L=250 nm: T=0.4504, walk T=0.4512, RW=113.6 ohm um
L=500 nm: T=0.2907, walk T=0.2908, RW=176.0 ohm um
L=1000 nm: T=0.1700, walk T=0.1700, RW=300.8 ohm um
L=2000 nm: T=0.0929, walk T=0.0927, RW=550.5 ohm um
random-walk plot intercept: 50.6 ohm um
random-walk plot slope: 250.5 ohm per square
bias: 10 mV
drop at each contact, 1000 nm: 0.850 mV
drop inside channel, 1000 nm: 8.300 mV
apparent transfer length: 102.4 nm
apparent contact resistivity: 2.62e-08 ohm cm2
contact transmission, barrier case: 0.8
intercept with barriers: 76.73 ohm um
one such contact alone: 63.94 ohm um
two alone, wrongly summed: 127.88 ohm um
phase-averaged pair T (0.6, 0.3): 0.2500
ten scatterers T=0.8, incoherent 1/T: 3.500
same, coherent typical 1/T: 9.17
chemical potential at 300 K: 0.2566 eV
Rq times width at 300 K: 52.00 ohm um
Rq times width at 400 K: 52.68 ohm um
energy-dependent length, <l^2>/<l>^2: 1.0302
same, long-channel intercept: 53.57 ohm um
same, intercept fitted 250-2000 nm: 52.91 ohm um
angular, long-channel intercept/Rq: 1.0419
angular, intercept fitted 250-2000 nm: 53.25 ohm um
Rq times width, density 20% lower: 57.19 ohm um
intercept error from 1% readings: 2.10 ohm um
```
